**Analytic MBD@rsSCS gradient through $C^{-1/2}$ and the screened polarizabilities**

The program implements $dE=\tfrac14\operatorname{Tr}(D\,dC)-\tfrac32\sum_i d\bar\omega_i$ for $E=\tfrac12\operatorname{Tr}C^{1/2}-\tfrac32\sum_i\bar\omega_i$, where $C$ is the oscillator coupling matrix, $D=C^{-1/2}$, and $\bar\alpha_i,\bar\omega_i,\bar r_i$ are the screened polarizability, frequency and radius. The screening term is obtained from $dA=-A\,dB\,A$, with $B$ the short-range screening matrix and $A=B^{-1}$, contracted with the weights $\partial E/\partial\bar\alpha_i(u)$. It asserts the pair tensors against symbolic differentiation, the trace identity for generic and degenerate spectra together with the failure of its matrix version, the agreement of three routes to $D$, and the undamped dimer against its closed form, its London limit and its divergence. For a $C_{3v}$ four-site model and an asymmetric five-site model it asserts every partial derivative, the full gradient and the volume-ratio derivatives against fourth-order finite differences of eigenvalue-based energies, and zero net force and torque. For the symmetric model it also asserts eigenvalue kinks, $1/\delta$ growth of eigenvector derivatives, grid convergence, and an asymmetric Jacobian for the frozen-screening force. The output gives $E=-29.9$ meV, agreement with finite differences near $10^{-12}$ Ha/bohr, and a screening share of 33% of the radial gradient on a triangle site and $-0.5\%$ of that on the probe.

## Numerical verification

```python
# Analytic gradient of the MBD@rsSCS energy (Hartree atomic units, finite cluster).
#   E = 1/2 Tr C^(1/2) - 3/2 sum wb_i ;  C_ii = wb_i^2, C_ij = kap_ij f T_dip,
#   kap_ij = wb_i wb_j sqrt(ab_i ab_j), f = Fermi damping with range beta(rb_i+rb_j).
#   Screening: B_ii = 1/al_i(u), B_ij = (1-f) T_GG, A = B^-1, ab_i(u) = Tr sum_j A_ij / 3,
#   wb = 4 C6/(3 ab^2), C6 = (3/pi) sum_k w_k ab(u_k)^2, rb = rv (ab/al)^(1/3).
# Claim: dE = 1/4 Tr(D dC) - 3/2 sum d wb with D = C^(-1/2), S = C^(1/2), and
#   sum_i lam_i d ab_i = -1/3 sum_ij dB_ij : Y_i X_j^T, X_i = sum_j A_ij, Y_i = sum_j A_ij lam_j.
# al, om, rv: input polarizability, frequency, radius; ab, wb, rb: screened ones;
# v: volume ratio (al -> v al, rv -> v^(1/3) rv). Energies use eigenvalues only;
# gradients use an eigenvector-free iteration and are tested by finite differences.
import numpy as np, sympy as sp
from scipy.special import erf, expit
from scipy.linalg import solve_sylvester
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

A_DAMP, BETA, I3 = 6.0, 0.83, np.eye(3)
EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10

def grid(n, L=0.6):
    x, w = np.polynomial.legendre.leggauss(n)
    return np.r_[0.0, L*(1+x)/(1-x)], np.r_[0.0, 2*L*w/(1-x)**2]

def fd(fun, h=1e-3):
    return (8*(fun(h)-fun(-h)) - (fun(2*h)-fun(-2*h))) / (12*h)

def fd_coords(fun, X):
    out = np.zeros(X.shape)
    for i in range(len(X)):
        for c in range(3):
            e = np.zeros(X.shape); e[i, c] = 1
            out[i, c] = fd(lambda t: fun(X + t*e))
    return out

def fermi(r, s):
    f = expit(A_DAMP*(r/s - 1)); fr = A_DAMP*f*(1-f)/s
    return f, fr, -r/s*fr

def pq_dip(r):
    return r**-3, -3*r**-5, -3*r**-4, 15*r**-6

def pq_gg(r, s):
    z = r/s; ex = np.exp(-z*z)/np.sqrt(np.pi)
    g = erf(z) - 2*z*ex; h = 4*z**3*ex
    return (g/r**3, (h-3*g)/r**5, (h-3*g)/r**4, (15*g-5*h-2*z*z*h)/r**6,
            -h/(s*r**3), 2*z*z*h/(s*r**5))

def tens(p, q, R):
    return p*I3 + q*np.outer(R, R)

def contract(M, R, q, dp, dq):
    return (dp*np.trace(M) + dq*(R@M@R))*R/np.linalg.norm(R) + q*((M+M.T)@R)

def blk(M, i, j):
    return M[3*i:3*i+3, 3*j:3*j+3]

def pairs(n):
    return [(i, j) for i in range(n) for j in range(i+1, n)]

def dyn(par, u):
    a = par[0]/(1 + (u/par[1])**2)
    return a, (np.sqrt(2/np.pi)*a/3)**(1/3)

def build_B(X, par, u):
    a, sg = dyn(par, u); B = np.diag(np.repeat(1/a, 3))
    for i, j in pairs(len(X)):
        R = X[i]-X[j]; r = np.linalg.norm(R)
        p, q = pq_gg(r, np.hypot(sg[i], sg[j]))[:2]
        T = (1 - fermi(r, BETA*(par[2][i]+par[2][j]))[0])*tens(p, q, R)
        blk(B, i, j)[:] = T; blk(B, j, i)[:] = T
    return B

def screen(X, par, g):
    n = len(X); abu = []
    for u in g[0]:
        A = np.linalg.inv(build_B(X, par, u)).reshape(n, 3, n, 3)
        abu.append(np.einsum("iaja->i", A)/3)
    abu = np.array(abu); ab = abu[0]
    c6 = 3/np.pi*(g[1] @ abu**2)
    return abu, c6, (ab, 4*c6/(3*ab**2), par[2]*(ab/par[0])**(1/3))

def build_C(X, sc):
    ab, wb, rb = sc; C = np.diag(np.repeat(wb**2, 3))
    for i, j in pairs(len(X)):
        R = X[i]-X[j]; r = np.linalg.norm(R); p, q = pq_dip(r)[:2]
        T = wb[i]*wb[j]*np.sqrt(ab[i]*ab[j])*fermi(r, BETA*(rb[i]+rb[j]))[0]*tens(p, q, R)
        blk(C, i, j)[:] = T; blk(C, j, i)[:] = T
    return C

def core_energy(X, sc):
    ev = np.linalg.eigvalsh(build_C(X, sc)); assert ev[0] > 0
    return 0.5*np.sqrt(ev).sum() - 1.5*sc[1].sum()

def energy(X, par, g):
    return core_energy(X, screen(X, par, g)[2])

def roots(C):  # Denman-Beavers iteration -> C^(1/2), C^(-1/2)
    Y, Z = C.copy(), np.eye(len(C))
    for _ in range(40):
        Y, Z = (Y + np.linalg.inv(Z))/2, (Z + np.linalg.inv(Y))/2
    return Y, Z

def core_grad(X, sc):
    ab, wb, rb = sc; n = len(X); S, D = roots(build_C(X, sc))
    tS = np.diag(S).reshape(n, 3).sum(1); tD = np.diag(D).reshape(n, 3).sum(1)
    G = np.zeros((n, 3)); Er = np.zeros(n)
    for i, j in pairs(n):
        R = X[i]-X[j]; r = np.linalg.norm(R); p, q, dp, dq = pq_dip(r)
        f, fr, fs = fermi(r, BETA*(rb[i]+rb[j])); kap = wb[i]*wb[j]*np.sqrt(ab[i]*ab[j])
        t = 0.5*kap*contract(blk(D, i, j), R, f*q, fr*p+f*dp, fr*q+f*dq)
        G[i] += t; G[j] -= t
        Er[[i, j]] += 0.5*BETA*kap*fs*np.sum(blk(D, i, j)*tens(p, q, R))
    return G, (tS - wb**2*tD)/(4*ab), tS/(2*wb) - 1.5, Er, tS, tD

def adjoint(X, par, g, lam):  # d(sum lam*abu)/dX and /d ln v
    n = len(X); G = np.zeros((n, 3)); gv = np.zeros(n)
    for k, u in enumerate(g[0]):
        a, sg = dyn(par, u); A = np.linalg.inv(build_B(X, par, u)).reshape(n, 3, n, 3)
        Xs = A.sum(2); Ys = np.einsum("iajb,j->iab", A, lam[k])
        gv += np.einsum("iab,iab->i", Ys, Xs)/(3*a)
        for i, j in pairs(n):
            R = X[i]-X[j]; r = np.linalg.norm(R); s = np.hypot(sg[i], sg[j])
            p, q, dp, dq, ps, qs = pq_gg(r, s)
            f, fr, fs = fermi(r, BETA*(par[2][i]+par[2][j])); F = 1-f
            M = Ys[i]@Xs[j].T + Ys[j]@Xs[i].T
            t = -contract(M, R, F*q, F*dp-fr*p, F*dq-fr*q)/3
            G[i] += t; G[j] -= t
            for m in (i, j):
                dT = F*tens(ps, qs, R)*sg[m]**2/(3*s) - fs*BETA*par[2][m]/3*tens(p, q, R)
                gv[m] -= np.sum(M*dT)/3
    return G, gv

def omega_weights(abu, wb, g):
    lam = 8*g[1][:, None]*abu/(np.pi*abu[0]**2); lam[0] = -2*wb/abu[0]
    return lam

def gradient(X, par, g):
    abu, c6, sc = screen(X, par, g); G0, Ea, Ew, Er, tS, tD = core_grad(X, sc)
    la = np.zeros_like(abu); lr = la.copy(); la[0] = Ea; lr[0] = Er*sc[2]/(3*sc[0])
    lw = omega_weights(abu, sc[1], g)*Ew
    parts = [adjoint(X, par, g, l) for l in (la, lw, lr)]
    return (G0 + sum(p[0] for p in parts), G0, [p[0] for p in parts],
            sum(p[1] for p in parts), la+lw+lr)

# --- pair tensors against symbolic differentiation of the potentials
xs = sp.symbols("x y z"); ss = sp.Symbol("s"); rr = sp.sqrt(sum(c**2 for c in xs))
rng = np.random.default_rng(1); Rt = np.array([0.9, -1.3, 1.7]); rt = np.linalg.norm(Rt); st = 1.6
Mt = rng.normal(size=(3, 3))
num = lambda e: np.array(sp.lambdify((*xs, ss), e, "mpmath")(*map(float, Rt), st).tolist(), float)
for pot, c in ((1/rr, pq_dip(rt)), (sp.erf(rr/ss)/rr, pq_gg(rt, st))):
    H = -sp.hessian(pot, xs)
    assert np.allclose(num(H), tens(c[0], c[1], Rt), atol=1e-13)
    ref = [np.sum(Mt*num(H.diff(v))) for v in xs]
    assert np.allclose(ref, contract(Mt, Rt, c[1], c[2], c[3]), atol=1e-13)
assert np.allclose(num(H.diff(ss)), tens(c[4], c[5], Rt), atol=1e-13)
s1, s2 = 0.8, 1.3  # Coulomb energy of two Gaussian charges exp(-r^2/s^2), in Fourier space
val = 2/np.pi*quad(lambda k: np.exp(-k*k*(s1*s1+s2*s2)/4)*np.sinc(k*rt/np.pi), 0, 30)[0]
assert abs(val - erf(rt/np.hypot(s1, s2))/rt) < 1e-9
s0 = np.sqrt(2)*(np.sqrt(2/np.pi)*10/3)**(1/3); c = pq_gg(0.01*s0, s0)
assert np.allclose(10*tens(c[0], c[1], np.array([0, 0, 0.01*s0])), I3, atol=1e-3)  # overlap limit 1/al

# --- trace identity, generic and degenerate spectra
def eig_sqrt(C):
    w, V = np.linalg.eigh(C); return V*np.sqrt(w) @ V.T
Q = np.linalg.qr(rng.normal(size=(6, 6)))[0]; K = rng.normal(size=(6, 6)); K = (K+K.T)/6
for spec in ([1, 1.4, 1.9, 2.5, 3.1, 4], [1, 1, 1, 2, 2, 3]):
    C = Q*np.array(spec, float) @ Q.T; S, D = roots(C); dS = fd(lambda t: eig_sqrt(C + t*K))
    assert abs(np.trace(dS) - 0.5*np.trace(D@K)) < 1e-9
    assert np.allclose(dS, solve_sylvester(S, S, K), atol=1e-9)
    assert np.abs(dS - 0.5*D@K).max() > 1e-2

# --- undamped dimer against its closed form
rs = sp.Symbol("r"); xd = 10/rs**3
Ed = sp.Rational(1, 4)*(sp.sqrt(1+2*xd)+sp.sqrt(1-2*xd)+2*sp.sqrt(1+xd)+2*sp.sqrt(1-xd)) - sp.Rational(3, 2)
scd = (np.full(2, 10.), np.full(2, .5), np.full(2, 1e-3)); Rc = 20**(1/3)
dim = lambda r: core_grad(np.array([[0, 0, 0], [0, 0, r]]), scd)[0][1, 2]
for r in (6.0, Rc*(1+1e-4), Rc*(1+1e-6)):
    assert abs(dim(r)/float(Ed.diff(rs).evalf(30, subs={rs: r})) - 1) < 1e-7
div = dim(Rc*(1+1e-6))/dim(Rc*(1+1e-4)); assert abs(div - 10) < 0.3
london = dim(30.0)/(6*0.75*100*0.5/30.0**7); assert abs(london - 1) < 1e-5

# --- full tests on a symmetric and an asymmetric cluster
g = grid(15); ang = 2*np.pi*np.arange(3)/3
X = np.vstack([np.c_[1.5*np.cos(ang), 1.5*np.sin(ang), 0*ang], [0, 0, 6.0]])
par = (np.array([10., 10, 10, 5]), np.array([.5, .5, .5, .7]), np.array([3.5, 3.5, 3.5, 3.]))
X5 = np.array([[0, 0, 0], [2.8, .3, -.4], [1, 3.1, .7], [-1.5, 1.2, 5], [4, 4.5, 4.2]])
par5 = (np.array([10., 5, 8, 12, 6]), np.array([.5, .7, .45, .4, .6]), np.array([3.5, 3, 3.3, 3.8, 3.1]))
errs = []
for Z, P in ((X5, par5), (X, par)):
    n = len(Z); abu, c6, sc = screen(Z, P, g); U = np.eye(n)
    assert min(np.linalg.eigvalsh(build_B(Z, P, u))[0] for u in g[0]) > 0 and abu.min() > 0
    G0, Ea, Ew, Er, tS, tD = core_grad(Z, sc)
    for m, part in enumerate((Ea, Ew, Er)):
        for i in range(n):
            sh = lambda t: tuple(sc[k] + (t*U[i] if k == m else 0) for k in range(3))
            assert abs(fd(lambda t: core_energy(Z, sh(t))) - part[i]) < 1e-9
    assert np.allclose(G0, fd_coords(lambda Y: core_energy(Y, sc), Z), atol=1e-10, rtol=0)
    l0 = np.zeros_like(abu); l0[0, 0] = 1
    dab = adjoint(Z, P, g, l0)[0]; dwb = adjoint(Z, P, g, omega_weights(abu, sc[1], g)*U[0])[0]
    assert np.allclose(dab, fd_coords(lambda Y: screen(Y, P, g)[2][0][0], Z), atol=1e-8, rtol=0)
    assert np.allclose(dwb, fd_coords(lambda Y: screen(Y, P, g)[2][1][0], Z), atol=1e-9, rtol=0)
    G, G0, parts, gv, lam = gradient(Z, P, g); Gfd = fd_coords(lambda Y: energy(Y, P, g), Z)
    errs.append(np.abs(G - Gfd).max()); assert errs[-1] < 1e-10
    assert np.abs(G0 - Gfd).max() > 1e-6
    for i in range(n):
        vp = lambda t: (P[0]*np.exp(t*U[i]), P[1], P[2]*np.exp(t*U[i]/3))
        assert abs(fd(lambda t: energy(Z, vp(t), g)) - gv[i]) < 1e-10
    for F in (G, G0):
        assert np.abs(F.sum(0)).max() < 1e-12 and np.abs(np.cross(Z, F).sum(0)).max() < 1e-12

E = energy(X, par, g); C = build_C(X, sc); S, D = roots(C); ev, V = np.linalg.eigh(C)
assert np.allclose(D, V/np.sqrt(ev) @ V.T, atol=1e-12)
gu, gw = grid(60)
assert np.allclose(D, 2/np.pi*sum(w*np.linalg.inv(C + u*u*np.eye(12)) for u, w in zip(gu, gw)), atol=1e-10)
c6q = 3/np.pi*sum(w*dyn(par, u)[0]**2 for u, w in zip(*g))
assert np.allclose(c6q, 0.75*par[0]**2*par[1], rtol=1e-8)
dE40 = abs(energy(X, par, grid(40))/E - 1); dG40 = np.abs(gradient(X, par, grid(40))[0] - G).max()
assert dE40 < 1e-5 and dG40 < 1e-7

# --- degeneracy: kinks of sorted eigenvalues, 1/delta growth of eigenvector derivatives
ex = np.zeros_like(X); ex[0, 0] = 1; ey = np.zeros_like(X); ey[0, 1] = 1
Cof = lambda Y: build_C(Y, screen(Y, par, g)[2])
deg = np.where(np.diff(ev) < 1e-10)[0]; assert len(deg) == 4
h = 1e-6
right = (np.linalg.eigvalsh(Cof(X+h*ex)) - ev)/h; left = (ev - np.linalg.eigvalsh(Cof(X-h*ex)))/h
p = deg[np.argmax(np.abs(right-left)[deg])]; W = V[:, p:p+2]
dpt = np.linalg.eigvalsh(W.T @ fd(lambda t: Cof(X+t*ex)) @ W)
assert np.allclose(right[p:p+2], dpt, atol=1e-5) and np.allclose(left[p:p+2], dpt[::-1], atol=1e-5)
assert dpt[1]-dpt[0] > 100*abs(right[p:p+2].sum() - left[p:p+2].sum())
def dvec(delta):
    Y = X + delta*ex; V0 = np.linalg.eigh(Cof(Y))[1]; t = 1e-3*delta; out = []
    for s in (t, -t):
        Vs = np.linalg.eigh(Cof(Y + s*ey))[1]; out.append(Vs*np.sign(np.sum(V0*Vs, 0)))
    return np.linalg.norm(out[0]-out[1])/(2*t)
n3, n4 = dvec(1e-3), dvec(1e-4); assert 7 < n4/n3 < 13
smooth = np.abs(gradient(X + 1e-4*ex, par, g)[0] - G).max(); assert smooth < 1e-5

# --- curl: Jacobian asymmetry of full and frozen-screening gradients
J = np.zeros((2, 12, 12))
for m in range(12):
    e = np.zeros(12); e[m] = 1e-4; e = e.reshape(4, 3)
    up, dn = gradient(X+e, par, g), gradient(X-e, par, g)
    for k in range(2):
        J[k, m] = (up[k]-dn[k]).ravel()/2e-4
asym = [np.abs(j - j.T).max() for j in J]; assert asym[0] < 1e-8 and asym[1] > 1e3*asym[0]

two = lambda s, a, u: print(f"{s}: A {a[0]:.6g}, B {a[3]:.6g} {u}")
tri = lambda s, F, c=1, u="Ha/bohr": print(f"{s}: {c*F[0,0]:.6e} {c*F[0,2]:.6e} {c*F[3,2]:.6e} {u}")
print(f"a = {A_DAMP}, beta = {BETA}, grid points {len(g[0])-1}, map scale 0.6 Ha")
print(f"circle radius {X[0,0]} bohr, probe height {X[3,2]} bohr")
dAA, dAB = np.linalg.norm(X[0]-X[1]), np.linalg.norm(X[0]-X[3])
print(f"distances: AA {dAA:.6f}, AB {dAB:.6f} bohr")
two("input alpha", par[0], "bohr^3"); two("input omega", par[1], "Ha"); two("input radius", par[2], "bohr")
two("input C6", c6q, "Ha bohr^6"); two("sigma(u=0)", dyn(par, 0)[1], "bohr")
print(f"1-f in B: AA {1-fermi(dAA, BETA*2*par[2][0])[0]:.6f}, AB {1-fermi(dAB, BETA*(par[2][0]+par[2][3]))[0]:.6f}")
two("screened alpha", sc[0], "bohr^3"); two("screened C6", c6, "Ha bohr^6")
two("screened omega", sc[1], "Ha"); two("screened radius", sc[2], "bohr")
print(f"f in C: AA {fermi(dAA, BETA*2*sc[2][0])[0]:.6f}, AB {fermi(dAB, BETA*(sc[2][0]+sc[2][3]))[0]:.6f}")
print("modes 1-6 (Ha):", " ".join(f"{w:.6f}" for w in np.sqrt(ev[:6])))
print("modes 7-12 (Ha):", " ".join(f"{w:.6f}" for w in np.sqrt(ev[6:])))
print(f"E = {E:.8e} Ha = {E*EV*1e3:.4f} meV")
print(f"Tr S_ii: A {tS[0]:.8f}, B {tS[3]:.8f} Ha; Tr D_ii: A {tD[0]:.8f}, B {tD[3]:.8f} 1/Ha")
two("E_alpha", Ea, "Ha/bohr^3"); two("E_omega", Ew, "(dimensionless)"); two("E_r", Er, "Ha/bohr")
two("lambda(0)", lam[0], "Ha/bohr^3")
print(f"d ab_A1/d x_A1 = {dab[0,0]:.6f} bohr^2, d wb_A1/d x_A1 = {dwb[0,0]:.6e} Ha/bohr")
print("gradient columns: A1 radial x, A1 z, B z")
tri("direct (frozen)", G0); tri("via alpha", parts[0]); tri("via omega", parts[1]); tri("via radius", parts[2])
tri("screening sum", G-G0); tri("total analytic", G); tri("finite difference", Gfd)
tri("total analytic", G, EV*1e3/ANG, "meV/Angstrom")
print(f"screening/total: A1 x {(G-G0)[0,0]/G[0,0]:.4f}, B z {(G-G0)[3,2]/G[3,2]:.4f}")
print(f"max |analytic - FD|: C3v {errs[1]:.1e}, five sites {errs[0]:.1e} Ha/bohr")
two("dE/d ln v", gv, "Ha")
print(f"15 vs 40 points: relative E {dE40:.1e}, gradient {dG40:.1e} Ha/bohr")
print(f"degenerate pairs {len(deg)}; pair with largest kink at {np.sqrt(ev[p]):.6f} Ha")
print(f"lower eigenvalue slope: right {right[p]:.5e}, left {left[p]:.5e} Ha^2/bohr")
print(f"pair-sum slope: right {right[p:p+2].sum():.5e}, left {left[p:p+2].sum():.5e} Ha^2/bohr")
print(f"|dV/dy|: delta 1e-3 bohr {n3:.4g}, delta 1e-4 bohr {n4:.4g} 1/bohr, ratio {n4/n3:.3f}")
print(f"gradient change at delta 1e-4 bohr: {smooth:.2e} Ha/bohr")
print(f"Jacobian asymmetry: full {asym[0]:.1e}, frozen {asym[1]:.3e} Ha/bohr^2")
print(f"dimer alpha 10 bohr^3, omega 0.5 Ha: Rc {Rc:.6f} bohr, dE/dR(6 bohr) {dim(6.0):.6e} Ha/bohr")
print(f"dimer gradient ratio, R/Rc-1 = 1e-6 vs 1e-4: {div:.3f}; London ratio at 30 bohr {london:.8f}")
print("finished without a failed check")
```

It prints:

```
a = 6.0, beta = 0.83, grid points 15, map scale 0.6 Ha
circle radius 1.5 bohr, probe height 6.0 bohr
distances: AA 2.598076, AB 6.184658 bohr
input alpha: A 10, B 5 bohr^3
input omega: A 0.5, B 0.7 Ha
input radius: A 3.5, B 3 bohr
input C6: A 37.5, B 13.125 Ha bohr^6
sigma(u=0): A 1.3855, B 1.09967 bohr
1-f in B: AA 0.965006, AB 0.293549
screened alpha: A 8.43067, B 4.95902 bohr^3
screened C6: A 31.2512, B 12.9737 Ha bohr^6
screened omega: A 0.586248, B 0.703414 Ha
screened radius: A 3.3064, B 2.99178 bohr
f in C: AA 0.040704, AB 0.750001
modes 1-6 (Ha): 0.571729 0.574446 0.574446 0.580219 0.580219 0.593206
modes 7-12 (Ha): 0.594009 0.594009 0.605556 0.704469 0.704469 0.707505
E = -1.09830667e-03 Ha = -29.8864 meV
Tr S_ii: A 1.75819412, B 2.10969793 Ha; Tr D_ii: A 5.12185241, B 4.26863530 1/Ha
E_alpha: A -6.28599e-05, B -0.000120359 Ha/bohr^3
E_omega: A -0.00046953, B -0.00038743 (dimensionless)
E_r: A 0.000384867, B 0.000336358 Ha/bohr
lambda(0): A 5.27533e-05, B 5.71932e-05 Ha/bohr^3
d ab_A1/d x_A1 = 2.824835 bohr^2, d wb_A1/d x_A1 = -1.511011e-01 Ha/bohr
gradient columns: A1 radial x, A1 z, B z
direct (frozen): 8.029414e-05 -7.638567e-05 2.291570e-04 Ha/bohr
via alpha: -3.323696e-04 2.591573e-06 -7.774718e-06 Ha/bohr
via omega: 1.064996e-04 -6.022639e-07 1.806792e-06 Ha/bohr
via radius: 2.662022e-04 -1.635919e-06 4.907757e-06 Ha/bohr
screening sum: 4.033219e-05 3.533898e-07 -1.060169e-06 Ha/bohr
total analytic: 1.206263e-04 -7.603228e-05 2.280968e-04 Ha/bohr
finite difference: 1.206263e-04 -7.603228e-05 2.280968e-04 Ha/bohr
total analytic: 6.202855e+00 -3.909737e+00 1.172921e+01 meV/Angstrom
screening/total: A1 x 0.3344, B z -0.0046
max |analytic - FD|: C3v 9.8e-13, five sites 1.1e-12 Ha/bohr
dE/d ln v: A -0.000125462, B -0.000260748 Ha
15 vs 40 points: relative E 1.4e-08, gradient 3.9e-10 Ha/bohr
degenerate pairs 4; pair with largest kink at 0.580219 Ha
lower eigenvalue slope: right -1.29842e-01, left -4.43694e-02 Ha^2/bohr
pair-sum slope: right -1.74212e-01, left -1.74211e-01 Ha^2/bohr
|dV/dy|: delta 1e-3 bohr 1397, delta 1e-4 bohr 1.4e+04 1/bohr, ratio 10.026
gradient change at delta 1e-4 bohr: 7.46e-09 Ha/bohr
Jacobian asymmetry: full 9.9e-13, frozen 5.031e-05 Ha/bohr^2
dimer alpha 10 bohr^3, omega 0.5 Ha: Rc 2.714418 bohr, dE/dR(6 bohr) 8.070054e-04 Ha/bohr
dimer gradient ratio, R/Rc-1 = 1e-6 vs 1e-4: 10.020; London ratio at 30 bohr 1.00000026
finished without a failed check
```
